# Exact stabilisation of a ligand donor orbital by an empty metal orbital, part 2

A filled ligand donor orbital $L$ mixes with an empty metal orbital $M$, and the donor electrons go down in energy. The electrons move independently in the fixed field of the complete complex, with Hermitian one-electron Hamiltonian $\hat h$. Energies are in electronvolts.

The orbitals $L$ and $M$ are orthonormal, with energies $e_L=\langle L|\hat h|L\rangle$ and $e_M=\langle M|\hat h|M\rangle$, gap $D=e_M-e_L>0$ and coupling $V=\langle L|\hat h|M\rangle$, which may be complex and is nonzero unless stated otherwise. If the normalised metal fragment orbital $\chi$ overlaps the donor, with $S=\langle L|\chi\rangle$, then $M=(\chi-SL)/\sqrt{1-|S|^2}$ and

$$V=\frac{\langle L|\hat h|\chi\rangle-S\,e_L}{\sqrt{1-|S|^2}} . \tag{1}$$

The mixed levels are $E_-=e_L-s$ and $E_+=e_M+s$. The stabilisation $s>0$ is counted per electron and obeys

$$s\,(D+s)=|V|^2, \tag{5}$$

$$s=\sqrt{\frac{D^2}{4}+|V|^2}-\frac D2 . \tag{6}$$

It is bounded by

$$\frac{|V|^2D}{D^2+|V|^2}<s<\frac{|V|^2}{D} . \tag{10}$$

The upper bound is the weak-coupling estimate, valid for $|V|\ll D$. Its excess relative to the exact $s$ is $s/D$:

$$\frac{|V|^2/D}{s}=1+\frac sD . \tag{12}$$

This excess is at most $r$ when

$$\frac{|V|}{D}\le\sqrt{r(1+r)} , \tag{13}$$

which is about 0.332 for 10 %.

The lower mixed orbital is $\psi=c_LL+c_MM$, normalised, with

$$\frac{c_M}{c_L}=-\frac sV . \tag{17}$$

Its metal weight $w=|c_M|^2$ is

$$w=\frac{s}{D+2s} , \tag{18}$$

and a donor pair places $2w$ electrons in $M$. The weak-coupling estimate of $w$ is $|V|^2/D^2$. With $y=s/D$,

$$\frac{|V|^2/D^2}{w}=(1+y)(1+2y)=1+3y+2y^2 . \tag{19}$$

### 11. Gain from coupling, cost of promotion

The energy of the lower orbital can be split into its diagonal and coupling parts:

$$E_-=(1-w)e_L+w\,e_M+2\,\mathrm{Re}(c_L^*Vc_M).$$

The diagonal part equals $e_L+wD$. Moving a fraction $w$ of an electron from the donor to the higher metal orbital therefore costs

$$P=wD .$$

In the coupling part, (17) gives $Vc_M=-s\,c_L$, so $c_L^*Vc_M=-s(1-w)$. The coupling thus lowers the energy by

$$G=2s(1-w) .$$

The modulus of (17) also gives $s\sqrt{1-w}=|V|\sqrt w$, so the gain can be written as

$$G=2|V|\sqrt{w(1-w)} . \tag{20}$$

The net stabilisation is $G-P$. As a check, $G-P=2s-w(D+2s)$, and by (18) the last term is $s$. The difference is $s$, as it must be.

The share of the gain that is spent on promotion follows from $1-w=(D+s)/(D+2s)$:

$$\frac PG=\frac{wD}{2s(1-w)}=\frac{D}{2(D+s)} . \tag{21}$$

At weak coupling the share tends to one half. The coupling then gains $2|V|^2/D$, promotion takes back $|V|^2/D$, and $|V|^2/D$ remains. As the gap closes, the cost vanishes and the whole gain is kept.

### 12. How the stabilisation responds to its parameters

Differentiate $s(D+s)=|V|^2$. At fixed gap, $(D+2s)\,ds=2|V|\,d|V|$. At fixed coupling, $s\,dD+(D+2s)\,ds=0$. Therefore

$$\frac{\partial s}{\partial|V|}=\frac{2|V|}{D+2s}>0,\qquad \frac{\partial s}{\partial D}=-\frac{s}{D+2s}=-w<0 . \tag{22}$$

The second result has a direct meaning. If the metal level is raised slightly with $e_L$ and $V$ held fixed, the mixed orbital feels the rise in proportion to its metal weight.

The local power with which $s$ grows with the coupling is

$$\frac{|V|}{s}\frac{\partial s}{\partial|V|}=\frac{2|V|^2}{s(D+2s)}=\frac{2(D+s)}{D+2s} , \tag{23}$$

where the last step uses $|V|^2=s(D+s)$. The power is 2 for very weak coupling and falls towards 1 as $s$ becomes large compared with $D$.

For a metal complex, (22) says that a higher donor level or a lower acceptor level strengthens the interaction, provided the coupling is unchanged. A larger coupling does the same at fixed gap. If the two orbitals have different symmetry in the complex, $V=0$ and there is no stabilisation, however small the gap. A real change of ligand usually alters $D$ and $V$ together, so neither trend alone decides which of two ligands is held more strongly.

### 13. Electron count

For two independent electrons the Hamiltonian is $\hat h(1)+\hat h(2)$. Both can occupy $\psi$ with opposite spins, and their energy is $2E_-=2e_L-2s$. Relative to the unmixed donor pair, the stabilisation is $2s$.

If the metal orbital already holds one electron, the unmixed energy is $2e_L+e_M$. After mixing it is $2(e_L-s)+(e_M+s)$, and the gain falls to $s$. With two electrons in the metal orbital, the gain $2s$ of the lower level is cancelled by the rise $2s$ of the upper one. The acceptor must therefore be empty for the full effect.

The cancellation holds for orthogonal orbitals. For the overlapping metal orbital $\chi$ of section 2, with energy $e_\chi=\langle\chi|\hat h|\chi\rangle$, a repulsion is contained in the shift from $e_\chi$ to $e_M$. Expanding $\langle M|\hat h|M\rangle$ gives

$$e_M=\frac{e_\chi-2\,\mathrm{Re}(S^*\langle L|\hat h|\chi\rangle)+|S|^2e_L}{1-|S|^2} .$$

Subtract $e_\chi$ and use (1) in the form $\langle L|\hat h|\chi\rangle=S\,e_L+V\sqrt{1-|S|^2}$:

$$e_M-e_\chi=\frac{|S|^2(e_\chi-e_L)-2\sqrt{1-|S|^2}\,\mathrm{Re}(S^*V)}{1-|S|^2} . \tag{24}$$

If $e_\chi>e_L$ and $S^*V$ has a negative real part, both terms are positive. Two filled orbitals then repel each other, by twice this amount for four electrons in the sum of orbital energies. This sum is not a self-consistent interaction energy: for two helium atoms, with the Fock operator of the pair as $\hat h$, it is about twice the Hartree–Fock repulsion. For three electrons the gain measured from $2e_L+e_\chi$ is $s-(e_M-e_\chi)$, which can be negative. For an empty acceptor the same shift appears as a wider gap.

### 14. Worked example

Take round model parameters that stand for no particular compound: $e_L=-10$ eV, $e_M=-4$ eV and $V=-2$ eV. The gap is

$$D=-4-(-10)=6\ \text{eV},$$

and $|V|/D=0.333$. The exact stabilisation is

$$s=\sqrt{9+4}-3=3.606-3=0.606\ \text{eV}.$$

The mixed levels lie at $-10-0.606=-10.606$ eV and $-4+0.606=-3.394$ eV.

The weak-coupling estimate is $4/6=0.667$ eV. The lower bound in (10) is $4\times6/(36+4)=0.600$ eV, so the two bounds enclose the exact value. The estimate exceeds $s$ by 10.1 % of $s$, equal to $s/D=0.606/6=0.101$ as (12) requires. The ratio 0.333 lies just above the value 0.332 at which the excess reaches 10 %.

The metal weight is

$$w=\frac{0.606}{6+2\times0.606}=0.084 ,$$

and the pair donates 0.168 electrons. The weak-coupling weight would be $0.333^2=0.111$, about a third too large, in line with (19).

Per electron, the coupling gains $G=2\times0.606\times(1-0.084)=1.11$ eV, and promotion costs $P=0.084\times6=0.50$ eV. The difference is $s$ within rounding. The cost takes about 45 % of the gain, somewhat less than the half expected at very weak coupling.

For the donor pair, the exact stabilisation is $2s=1.21$ eV, or 117 kJ/mol. The weak-coupling estimate is 1.33 eV, or 129 kJ/mol. An excess of 10 % thus amounts to about 12 kJ/mol for this one ligand. Much of this absolute error cancels in the difference between two ligands with similar gap and coupling, but the relative error of the difference is larger. Raising $|V|$ from 2.0 to 2.1 eV at the same gap, for instance, adds 10.9 kJ/mol to the exact pair stabilisation and 13.2 kJ/mol to the estimate. The error is only 2.3 kJ/mol, but this is about 21 % of the difference.

The next table keeps the gap at 6 eV and varies the coupling. The last column is the excess of the estimate relative to the exact $s$.

| $\lvert V\rvert$ (eV) | $s$ (eV) | $\lvert V\rvert^2/D$ (eV) | excess (%) |
|---|---|---|---|
| 0.5 | 0.041 | 0.042 | 0.7 |
| 1.0 | 0.162 | 0.167 | 2.7 |
| 2.0 | 0.606 | 0.667 | 10.1 |
| 3.0 | 1.243 | 1.500 | 20.7 |
| 6.0 | 3.708 | 6.000 | 61.8 |

Doubling the coupling from 0.5 to 1 eV multiplies $s$ by about 3.9, close to the factor 4 of a quadratic law. Doubling it from 3 to 6 eV multiplies $s$ by about 3.0. This is the fall of the local power in (23). In the last row coupling and gap are equal. Then $y=s/D$ obeys $y(1+y)=1$, whose positive solution is $y=(\sqrt5-1)/2\approx0.618$, and this is the excess shown. More digits are given in the numerical output below.

### 15. Several acceptor orbitals

A metal centre may offer more than one empty orbital to the same donor. Suppose that the acceptors $M_k$ are orthogonal to $L$ and to each other, and that $\hat h$ does not couple them among themselves. Let their gaps be $D_k>0$ and their couplings $V_k\neq0$. The equations for the lowest orbital are

$$s\,c_L+\sum_kV_kc_k=0,\qquad V_k^*c_L+(D_k+s)c_k=0 .$$

The second gives $c_k=-V_k^*c_L/(D_k+s)$. Inserting it into the first and dividing by $c_L$ gives

$$s=\sum_k\frac{|V_k|^2}{D_k+s} . \tag{25}$$

When the total $s$ is small compared with every gap $D_k$, it can be dropped from each denominator, and the contributions $|V_k|^2/D_k$ add to a good approximation. With several acceptors this asks for more than that each coupling be weak by itself. The condition is sufficient but not necessary, since an acceptor whose own term is negligible may have a gap below $s$. The exact two-level values, on the other hand, do not add. Let $s_k$ be the stabilisation by acceptor $k$ alone, so that $s_k=|V_k|^2/(D_k+s_k)$. With two or more acceptors, the right side of (25) evaluated at $s_k$ is larger than $s_k$. Since that side decreases with $s$, the solution must satisfy $s>s_k$. Each term in (25) is then smaller than $|V_k|^2/(D_k+s_k)=s_k$, and so

$$s<\sum_ks_k .$$

Each acceptor lowers the donor level and thereby widens the distance to the others. Adding separately computed exact two-level values overestimates the joint stabilisation.

### 16. From orbital stabilisation to bond strength

The quantity $2s$ is the orbital-mixing part of a metal-ligand bond energy in this model. The energy needed to remove a ligand also contains electrostatic attraction, repulsion between filled shells, changes of geometry in both fragments, and electron correlation. Donation from filled metal orbitals into empty ligand orbitals is a further interaction with its own gap and coupling.

The way in which the bond breaks matters as well. The reference for $2s$ has both electrons on the ligand, which corresponds to heterolytic cleavage. In homolytic cleavage one electron stays on each fragment, and the unmixed orbital energy is $e_L+e_M$. The corresponding energy difference is

$$e_L+e_M-2E_-=D+2s=\sqrt{D^2+4|V|^2} . \tag{26}$$

By (22), its derivative with respect to the gap is $1-2w$, which is positive for $D>0$. It grows with the gap, whereas $2s$ falls. For a precursor that loses its ligands as radicals, a ranking by $2s$ can therefore be the reverse of the ranking by (26). The independent-electron value (26) is itself a rough guide. It keeps the orbital energies that hold in the field of the complex, and so omits both the change of that field as the fragments separate and the change in electron repulsion when a pair is split. It also places the metal electron in the orthogonalised orbital $M$ and not in the fragment orbital $\chi$. Measured from $e_L+e_\chi$, the difference is smaller by the shift (24), which is about 1.2 eV for $e_L=-10$ eV, $e_\chi=-6$ eV, $S=0.3$ and $\langle L|\hat h|\chi\rangle=-4.2$ eV.

The fixed field is the other main restriction. Donation changes the charge on both fragments, and the orbital energies respond. If the response raises $e_M$ relative to $e_L$ at unchanged coupling, (22) shows that $s$ becomes smaller than the value computed from the gap $D_0$ that held before donation. A gap taken from the self-consistent field of the complex already contains this response. In a simple mean-field model the pair energy is $2wD_0+Kw^2-4|V|\sqrt{w(1-w)}$ with $K>0$. Its minimum has the weight that belongs to the gap $D=D_0+Kw$, and the gain is $2s(D)+Kw^2$, which lies between $2s(D)$ and $2s(D_0)$. In a self-consistent calculation the total energy is also no longer the sum of occupied orbital energies, so $2s$ cannot simply be read from the shift of a level. The formulas remain exact for the two-level problem with the parameters that are put into it; how well those parameters represent a given complex has to be settled separately.

## Computed values

```
ligand donor level e_L            = -10.0000 eV
empty metal level e_M             = -4.0000 eV
coupling V                        = -2.0000 eV
gap D                             = 6.0000 eV
ratio |V|/D                       = 0.3333
root sqrt(D^2/4 + V^2)            = 3.6056 eV
exact stabilisation s             = 0.6056 eV
lower mixed level                 = -10.6056 eV
upper mixed level                 = -3.3944 eV
weak-coupling estimate V^2/D      = 0.6667 eV
lower bound V^2 D/(D^2 + V^2)     = 0.6000 eV
excess of the estimate over s     = 10.09 %
ratio s/D                         = 0.1009
metal weight w                    = 0.0840
charge moved by the donor pair    = 0.1679 electrons
coupling gain per electron        = 1.1094 eV
promotion cost per electron       = 0.5038 eV
pair stabilisation 2s             = 1.2111 eV
pair stabilisation 2s             = 116.9 kJ/mol
pair estimate 2V^2/D              = 1.3333 eV
pair estimate 2V^2/D              = 128.6 kJ/mol
|V|/D for a 10 % excess           = 0.3317
Table at gap D = 6.0 eV
|V| = 0.5 eV: s = 0.0414 eV, V^2/D = 0.0417 eV, excess = 0.69 %
|V| = 1.0 eV: s = 0.1623 eV, V^2/D = 0.1667 eV, excess = 2.70 %
|V| = 2.0 eV: s = 0.6056 eV, V^2/D = 0.6667 eV, excess = 10.09 %
|V| = 3.0 eV: s = 1.2426 eV, V^2/D = 1.5000 eV, excess = 20.71 %
|V| = 6.0 eV: s = 3.7082 eV, V^2/D = 6.0000 eV, excess = 61.80 %
```
